Lower bounds on the quantum metric from Berry curvature and Chern number

**What symmetry and dimensions allow**

When the wave vector k = (k_x, k_y) of a two-dimensional crystal changes slightly, the Bloch states of a chosen set of bands change too. Two local quantities describe this. The quantum metric g, a real symmetric 2×2 matrix, gives the squared distance g_ij dk_i dk_j between neighbouring sets of states (repeated indices are summed). The Berry curvature Ω gives the phase Ω dk_x dk_y picked up around a small loop. Distance and phase are pure numbers, so g and Ω both have the dimension of length squared.

Let k = Mq be a linear change of coordinates. The distance is unchanged, and the phase is proportional to oriented area, so

g′ = MᵀgM,  Ω′ = (det M) Ω,  det g′ = (det M)² det g.

If g is positive definite, a suitable M with det M = 1 turns it into √(det g) times the unit matrix. All that then remains is det g and Ω. A change of scale leaves their ratio Ω²/det g, and exchanging the two axes reverses Ω. A lower bound on the metric by the curvature that is independent of coordinates and orientation must therefore read det g ≥ cΩ², with c a pure number. If only rotations and reflections of the axes are used, the trace is also invariant, and a bound on it by Ω alone must read tr g ≥ c′|Ω|.

Symmetry does not supply the numbers. Positivity of the norm in Hilbert space gives c = 1/4 and c′ = 1:

det g ≥ Ω²/4,  tr g ≥ |Ω|,  ∫ tr g d²k ≥ 2π|C|,

where C is the Chern number and the integral covers one Brillouin zone.

**Definitions and the geometric tensor**

Take N bands separated by a gap from all others at every k, with H(k) smooth. The projector P = Σ_n |u_n⟩⟨u_n| onto them is then smooth, and the orthonormal states u_n can be chosen smooth near any k. Define

Q_ij = Σ_n ⟨∂_i u_n|(1 − P)|∂_j u_n⟩,  g_ij = Re Q_ij,
A_j = i Σ_n ⟨u_n|∂_j u_n⟩,  Ω = ∂_x A_y − ∂_y A_x.

Q does not depend on the choice of the u_n. To see this, differentiate P and use ⟨∂_j u_m|u_n⟩ = −⟨u_m|∂_j u_n⟩, which follows from orthonormality:

∂_jP|u_n⟩ = |∂_j u_n⟩ + Σ_m |u_m⟩⟨∂_j u_m|u_n⟩ = (1 − P)|∂_j u_n⟩.

Since (1 − P)² = 1 − P and ∂_iP is Hermitian,

Q_ij = Tr[P ∂_iP ∂_jP],

which contains the projector alone. This form also confirms that g measures distance. Because Tr P² = N, to leading order

N − Tr[P(k)P(k+dk)] = ½ Tr[P(k+dk) − P(k)]² = ½ Tr[∂_iP ∂_jP] dk_i dk_j.

Differentiating P² = P gives (1 − P)∂_iP = ∂_iP P. Hence Tr[(1 − P)∂_iP ∂_jP] = Tr[P ∂_jP ∂_iP] = Q_ji. Adding the part with P gives Tr[∂_iP ∂_jP] = Q_ij + Q_ji. Q is Hermitian, so this equals 2g_ij, and the distance is g_ij dk_i dk_j.

The curvature is the imaginary part of Q. In ∂_x A_y − ∂_y A_x the mixed second derivatives cancel:

Ω = i Σ_n (⟨∂_x u_n|∂_y u_n⟩ − ⟨∂_y u_n|∂_x u_n⟩) = −2 Im Σ_n ⟨∂_x u_n|∂_y u_n⟩.

Inserting 1 − P removes the term Σ_n ⟨∂_x u_n|P|∂_y u_n⟩. With the anti-Hermitian matrices (a_j)_mn = ⟨u_m|∂_j u_n⟩ this term is Tr(a_x†a_y) = −Tr(a_x a_y). It is real, because the complex conjugate of Tr(a_x a_y) is Tr(a_y†a_x†) = Tr(a_y a_x). Therefore

Ω = −2 Im Q_xy,  Q_xy = g_xy − iΩ/2,  Q_yx = g_xy + iΩ/2.

**First derivation: the determinant, then the trace**

For any complex numbers c_x, c_y,

Σ_ij c_i* Q_ij c_j = Σ_n ‖(1 − P) Σ_j c_j ∂_j u_n‖² ≥ 0.

Thus Q is a positive semidefinite Hermitian matrix. Its two eigenvalues are nonnegative, and so is their product:

0 ≤ det Q = g_xx g_yy − |g_xy − iΩ/2|² = g_xx g_yy − g_xy² − Ω²/4.

The first two terms are det g, so

det g ≥ Ω²/4.

The factor 1/4 comes from the 1/2 with which Ω enters Q_xy. Equality holds when Q has a zero eigenvalue. This is always so for one band of a two-band model. There the complement of P is spanned by one state v, so (1 − P)|∂_j u⟩ = b_j|v⟩ and Q_ij = b_i* b_j, whose determinant vanishes. The constant 1/4 therefore cannot be raised.

The trace follows from an identity for symmetric 2×2 matrices:

(tr g)² − 4 det g = (g_xx + g_yy)² − 4g_xx g_yy + 4g_xy² = (g_xx − g_yy)² + 4g_xy² ≥ 0.

The diagonal elements of g are squared norms, so tr g ≥ 0 and the square root may be taken:

tr g ≥ 2√(det g) ≥ |Ω|.

The first inequality measures the anisotropy of the metric, the second the distance of Q from being singular.

**Second derivation: the trace, then the determinant**

Now begin with two particular combinations of derivatives, ∂_x + is∂_y with s = +1 or −1. Expanding the norm gives

Σ_n ‖(1 − P)(∂_x + is∂_y)u_n‖² = Q_xx + isQ_xy − isQ_yx + s²Q_yy.

Here s² = 1 and Q_xy − Q_yx = −iΩ, so the middle terms give is(−iΩ) = sΩ:

tr g + sΩ = Σ_n ‖(1 − P)(∂_x + is∂_y)u_n‖² ≥ 0.

Choosing s opposite in sign to Ω gives tr g ≥ |Ω| at once. Equality requires (1 − P)(∂_x + is∂_y)u_n = 0 for every n with this s: then (1 − P)∂_xu_n = −is(1 − P)∂_yu_n, so (1 − P)du_n = −is(dk_x + is dk_y)(1 − P)∂_yu_n. At a point of equality, the first-order change of the states out of the chosen set depends on dk only through the combination dk_x + is dk_y.

The calculation did not use the fact that k_x and k_y are orthogonal axes of equal scale. It holds equally for coordinates q with k = Mq and det M = 1, in which Ω′ = Ω. Hence

g′_11 + g′_22 ≥ |Ω| for every such M.

The sharpest of these statements has the smallest left side. Rotate to the axes in which g is diagonal with eigenvalues λ_1 and λ_2, then stretch one coordinate by r and the other by 1/r. The metric becomes diag(r²λ_1, λ_2/r²). If both eigenvalues are positive, r² = √(λ_2/λ_1) makes both entries equal to √(λ_1λ_2), and

2√(λ_1λ_2) = 2√(det g) ≥ |Ω|.

Squaring gives det g ≥ Ω²/4. If an eigenvalue vanishes, call it λ_2. Letting r → 0 makes the left side as small as desired, so Ω = 0 and the inequality still holds.

**From local bounds to the Chern number**

With C = (1/2π)∫Ω d²k, integrating the trace inequality gives

∫ tr g d²k ≥ ∫ |Ω| d²k ≥ |∫ Ω d²k| = 2π|C|.

The last inequality is strict if Ω takes both signs.

The bound gains its force from C being an integer. Let the zone be a square of side L; an oblique cell is handled by linear coordinates, which leave Ω d²k unchanged up to orientation. H(k) is periodic up to constant, commuting unitary matrices V_x and V_y, which describe the positions of the orbitals in the cell. Parallel transport from one corner, first along k_y and then along k_x, gives a smooth frame U = (u_1, …, u_N) on the closed square. Opposite edges carry the same set of states, so

U(L, k_y) = V_x U(0, k_y) W(k_y),  U(k_x, L) = V_y U(k_x, 0) Z(k_x),

with unitary N×N matrices W and Z. Write det W = e^{iα} and det Z = e^{iβ}, with α and β continuous. Since A_j = i Tr(U†∂_jU),

A_y(L, k_y) − A_y(0, k_y) = i Tr(W†∂_yW) = i ∂_y ln det W = −∂_yα,

and likewise A_x(k_x, L) − A_x(k_x, 0) = −∂_xβ. Integrating Ω over the square then gives

∫ Ω d²k = −[α(L) − α(0)] + [β(L) − β(0)].

The corner (L, L) can be reached along either pair of edges, so Z(0)W(L) = W(0)Z(L). Taking determinants shows that β(0) + α(L) and α(0) + β(L) differ by a multiple of 2π. The integral is therefore a multiple of 2π, and C is an integer. A gapped set with C ≠ 0 has an integrated trace of at least 2π, however its bands are deformed, as long as the gap stays open.

**A point that can be worked by hand**

Take a square lattice with lattice constant a and hopping energy t. With k in units of 1/a and energy in units of t, let

H = d·σ,  d = (sin k_x, sin k_y, m + cos k_x + cos k_y),

where σ are the Pauli matrices. This H is strictly periodic in k, so V_x = V_y = 1: all orbitals, here and in the larger models below, are placed on the lattice site. With n = d/|d|, the lower band has P = (1 − n·σ)/2 and ∂_jP = −½ ∂_jn·σ. The product rule (a·σ)(b·σ) = a·b + i(a×b)·σ gives

Q_ij = ⅛ Tr[(1 − n·σ)(∂_in·σ)(∂_jn·σ)] = ¼ ∂_in·∂_jn − (i/4) n·(∂_in × ∂_jn),

so that g_ij = ¼ ∂_in·∂_jn and Ω = ½ n·(∂_xn × ∂_yn).

At m = 1 and k = (π/2, 0) we have d = (1, 0, 2), |d| = √5, ∂_xd = (0, 0, −1) and ∂_yd = (0, 1, 0). Removing the component along n and dividing by |d| gives

∂_xn = (0.4, 0, −0.2)/√5,  ∂_yn = (0, 1, 0)/√5.

Then, in units of a²,

g_xx = ¼ × 0.20/5 = 0.01,  g_yy = ¼ × 1/5 = 0.05,  g_xy = 0.

The cross product is (0.2, 0, 0.4)/5 = (0.04, 0, 0.08). Its projection on n is 0.2/√5, so Ω = 0.1/√5 = 0.0447. The determinant bound is an equality, as it must be for two bands:

det g = 0.01 × 0.05 = 0.0005,  Ω²/4 = 0.01/(5 × 4) = 0.0005.

The trace, 0.06, exceeds |Ω| = 0.0447 because the metric is anisotropic: (tr g)² − 4 det g = 0.0036 − 0.0020 = 0.0016 = (g_xx − g_yy)².

**Integrals over the zone**

Two larger models have room for a strict determinant bound. The three-band model adds to the m = 1 model a level at energy 3t, coupled to the two original orbitals by 0.6t sin k_x and 0.6t sin k_y respectively; its lowest band is taken. The four-band model joins two copies, with m = 1.0 and 0.8, through a coupling 0.3tσ_x; its two lowest bands are taken. The columns list the integrals of tr g, 2√(det g) and |Ω|, then 2π|C|; all are dimensionless.

two bands, m = 1, C = −1:  9.0, 7.5, 7.5, 6.3
two bands, m = 3, C = 0:  1.5, 1.2, 1.2, 0
three bands, C = −1:  9.3, 7.8, 7.5, 6.3
four bands, C = −2:  18.6, 15.4, 15.1, 12.6

Each row decreases from left to right or stays level, as derived. The second and third columns agree for two bands and differ for the larger models, where Q need not be singular.

In the first row C is negative although Ω was positive at the point worked above. The curvature changes sign in the zone: it runs from −0.50a² to 0.06a². The positive regions contribute (7.5 − 6.3)/2 = 0.6 to ∫Ω d²k, and this cancellation is why the third column exceeds the fourth. In the second row the Chern number gives no useful bound, yet ∫|Ω| d²k still does: zero Chern number does not imply zero metric.

The numerical check tests the metric and curvature found from projector distances and small-loop phases against perturbation theory, and tests the inequalities on the mesh.

**A case where the trace bound is reached**

Let k be dimensionless and range over the whole plane. Put z = k_x + ik_y, k² = |z|², and

u = f (1, z),  f = 1/√(1 + k²).

Since (∂_x + i∂_y)z = 1 + i² = 0, this operator acts on f alone and gives a multiple of u, which 1 − P removes. The norm with s = +1 vanishes, so tr g = −Ω. To find its value, note that (1 − P)∂_xu = f(1 − P)(0, 1), whence

g_xx = f²(1 − f²k²) = f⁴ = 1/(1 + k²)².

For ∂_y the vector (0, 1) is replaced by (0, i), which has the same norm, so g_yy = g_xx and tr g = 2/(1 + k²)². The integral is

∫ tr g d²k = 2π ∫₀^∞ 2k dk/(1 + k²)² = 2π.

As k → ∞ the projector tends to that on (0, 1) in every direction, so the plane closes into a sphere, with C = −1. The constant in tr g ≥ |Ω| therefore cannot be raised. This example does not show that a given lattice model can reach the integrated bound.

**What each derivation assumes**

Both derivations need a differentiable projector and a positive norm. Neither uses band energies, periodicity or the number of bands; periodicity enters only when C is shown to be an integer. The gap matters because it keeps P smooth. Projecting the derivative of H|u_n⟩ = E_n|u_n⟩ on a state u_m outside the set gives

⟨u_m|∂_j u_n⟩ = ⟨u_m|∂_jH|u_n⟩/(E_n − E_m),

which can diverge where the gap closes. At such a point P need not be differentiable, and the argument for an integer C fails.

The derivations differ in how much positivity they use. The first assumes Σ c_i*Q_ij c_j ≥ 0 for all complex c. It obtains the determinant bound without choosing coordinates, and the trace bound as a weaker consequence. The second needs only c = (1, i) and c = (1, −i) for the trace, and this is enough for the integrated bound.

The trace bound in one set of axes does not imply the determinant bound. The values g = diag(1, 0) and Ω = 1/2 satisfy tr g ≥ |Ω|, but det g = 0 is less than Ω²/4 = 1/16. The second derivation excludes them by requiring the trace bound in every linear coordinate system. That restores full positivity: any c whose real and imaginary parts are linearly independent is, up to a factor, M(1, ±i) with det M = 1, and the remaining c are limits of these.

Coordinates also affect what the results mean. The determinant bound keeps its form under every linear change of k. The value of tr g does not, and it is normally quoted for Cartesian k_x and k_y. Even then g and Ω describe the crystal only if H(k) carries the true orbital positions in its phases. Moving the second orbital of the m = 1 model by r replaces H with DHD†, where D = diag(1, e^{ik·r}). The bands and C are unchanged, but a shift of a/2 along x raises ∫ tr g d²k from 9.0 to 10.1 and ∫|Ω| d²k from 7.5 to 7.9. The bounds hold for any placement. In other coordinates tr g ≥ |Ω| still holds, provided both sides are computed in the same ones.

Table of computed values

```
Units: a = lattice constant, t = hopping energy
Largest deviation, definition vs sum over states: 7.0e-07 a^2
Two-band model, m = 1 t, k = (pi/2, 0)/a, lower band:
  d = (1.000, 0.000, 2.000) t, |d| = 2.23607 t
  g_xx = 0.01000 a^2, g_yy = 0.05000 a^2, g_xy = 0.00000 a^2
  Omega = 0.04472 a^2
  det g = 0.000500 a^4, Omega^2/4 = 0.000500 a^4
  tr g = 0.06000 a^2, |Omega| = 0.04472 a^2
Three-band: m = 1 t, third level 3.0 t, coupling 0.6 t
Four-band: m = 1.0 t and 0.8 t, coupling 0.3 t
Zone mesh: 320 x 320 points
two-band m=1: C = -1, smallest direct gap = 2.000 t
  integral of tr g           = 8.954 (dimensionless)
  integral of 2 sqrt(det g)  = 7.470 (dimensionless)
  integral of |Omega|        = 7.470 (dimensionless)
  2 pi |C|                   = 6.283 (dimensionless)
  largest det g - Omega^2/4  = 4.16e-17 a^4
  Omega from -0.5000 to 0.0556 a^2
two-band m=3: C = 0, smallest direct gap = 2.000 t
  integral of tr g           = 1.530 (dimensionless)
  integral of 2 sqrt(det g)  = 1.178 (dimensionless)
  integral of |Omega|        = 1.178 (dimensionless)
  2 pi |C|                   = 0.000 (dimensionless)
  largest det g - Omega^2/4  = 3.47e-17 a^4
  Omega from -0.0555 to 0.4996 a^2
three-band: C = -1, smallest direct gap = 1.915 t
  integral of tr g           = 9.313 (dimensionless)
  integral of 2 sqrt(det g)  = 7.820 (dimensionless)
  integral of |Omega|        = 7.471 (dimensionless)
  2 pi |C|                   = 6.283 (dimensionless)
  largest det g - Omega^2/4  = 8.49e-03 a^4
  Omega from -0.6094 to 0.0570 a^2
four-band, 2 occupied: C = -2, smallest direct gap = 1.375 t
  integral of tr g           = 18.642 (dimensionless)
  integral of 2 sqrt(det g)  = 15.405 (dimensionless)
  integral of |Omega|        = 15.137 (dimensionless)
  2 pi |C|                   = 12.566 (dimensionless)
  largest det g - Omega^2/4  = 6.14e-03 a^4
  Omega from -1.3582 to 0.1176 a^2
Holomorphic state (1, kx + i ky) on the plane, k dimensionless:
  integral of tr g = 6.2832, 2 pi = 6.2832 (dimensionless)
```
